# Critical angle of monoclinic hafnia for copper K-alpha X-rays: test program

```python
# Result under test: the X-ray critical angle of a layer of free electrons is
#   theta_c = sqrt(2 delta),  delta = r_e lambda^2 rho_e / (2 pi),
# applied to monoclinic HfO2 and copper K-alpha radiation.
# r_e: classical electron radius; rho_e: electrons per volume;
# refractive index n = 1 - delta + i beta; theta: grazing angle from the surface.
# Lengths are in nm and angles in radians unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import bisect, brentq

r_e = const.physical_constants["classical electron radius"][0] * 1e9
wavelength = 0.154            # copper K-alpha, rounded
electrons = 72 + 2 * 8
volume = 0.0346               # nm^3 per formula unit
k = 2 * np.pi / wavelength


def delta_formula(number, vol):
    return r_e * wavelength**2 * number / vol / (2 * np.pi)


def contrast(delta, beta=0.0):
    """1 - n^2, written to avoid cancellation."""
    d = delta - 1j * beta
    return 2 * d - d * d


def oscillator_amplitude(w):
    """Cosine amplitude of the periodic solution of y'' + w^2 y = -cos(t)."""
    times = np.linspace(0, 2 * np.pi, 401)

    def run(start, drive):
        return solve_ivp(lambda t, y: [y[1], -w**2 * y[0] - drive * np.cos(t)],
                         (0, 2 * np.pi), start, t_eval=times,
                         method="DOP853", rtol=1e-11, atol=1e-12).y

    driven = run([0.0, 0.0], 1.0)
    first, second = run([1.0, 0.0], 0.0), run([0.0, 1.0], 0.0)
    monodromy = np.column_stack([first[:, -1], second[:, -1]])
    start = np.linalg.lstsq(np.eye(2) - monodromy, driven[:, -1], rcond=1e-6)[0]
    y = driven[0] + start[0] * first[0] + start[1] * second[0]
    return 2 * np.mean(y[:-1] * np.cos(times[:-1]))


def normal_wavenumber(theta, u):
    q = k * np.sqrt(complex(np.sin(theta)**2 - u))
    return q if q.imag >= 0 else -q


def reflectivity(theta, u_film, u_sub, thickness):
    """Closed formula for one film on a thick substrate."""
    q0, q1, q2 = [normal_wavenumber(theta, u) for u in (0, u_film, u_sub)]
    r01, r12 = (q0 - q1) / (q0 + q1), (q1 - q2) / (q1 + q2)
    phase = np.exp(2j * q1 * thickness)
    return abs((r01 + r12 * phase) / (1 + r01 * r12 * phase))**2


def march(theta, u, z_from, z_to, state):
    """Integrate the wave equation for the field and its slope."""
    return solve_ivp(lambda z, y: [y[1], -k**2 * (np.sin(theta)**2 - u) * y[0]],
                     (z_from, z_to), np.array(state, dtype=complex),
                     method="DOP853", rtol=1e-10, atol=1e-12).y[:, -1]


def reflectivity_integrated(theta, u_film, u_sub, thickness):
    q0, q2 = normal_wavenumber(theta, 0), normal_wavenumber(theta, u_sub)
    psi, slope = march(theta, u_film, thickness, 0.0, [1.0, 1j * q2])
    return abs((1j * q0 * psi - slope) / (1j * q0 * psi + slope))**2


def onset_of_loss(u):
    """Angle at which a thick lossless layer stops reflecting everything."""
    return bisect(lambda a: reflectivity(a, u, u, 10.0) - (1 - 1e-6),
                  np.radians(0.1), np.radians(0.8), xtol=1e-13)


def half_angle(u_film, u_sub, thickness):
    angles = np.radians(np.linspace(0.2, 0.8, 601))
    values = np.array([reflectivity(a, u_film, u_sub, thickness) for a in angles])
    i = int(np.argmax(values < 0.5))
    assert i > 0
    return brentq(lambda a: reflectivity(a, u_film, u_sub, thickness) - 0.5,
                  angles[i - 1], angles[i])


# --- main result ---
rho = electrons / volume
delta = delta_formula(electrons, volume)
theta_c = np.sqrt(2 * delta)
deg = np.degrees

# Index from the integrated motion of one electron
omega = 2 * np.pi * const.c / (wavelength * 1e-9)
free_response = oscillator_amplitude(0.0)
chi = (-rho * 1e27 * const.e**2 * free_response
       / (const.epsilon_0 * const.m_e * omega**2))
delta_motion = 1 - np.sqrt(1 + chi)
# the linearised root differs by a relative amount of order delta
assert abs(delta_motion / delta - 1) < 1e-4

# Bound electrons: weakly bound ones act as free, strongly bound ones reverse
weak, strong = oscillator_amplitude(0.1), oscillator_amplitude(1.2)
assert abs(weak - 1 / (1 - 0.1**2)) < 1e-6
assert abs(strong - 1 / (1 - 1.2**2)) < 1e-6
assert weak > 0 > strong

# Critical angle from the loss of total reflection
u_hafnia = contrast(delta)
theta_onset = onset_of_loss(u_hafnia)
assert abs(theta_onset / theta_c - 1) < 1e-4
assert abs(np.arccos(1 - delta) / theta_c - 1) < 1e-4
assert round(deg(theta_c), 2) == 0.42

# Evanescent depth from an integrated field at nearly zero angle
tiny = np.radians(0.001)
at_5 = march(tiny, u_hafnia, 40.0, 5.0, [1.0, 0.0])
at_0 = march(tiny, u_hafnia, 5.0, 0.0, at_5)
depth_field = 5.0 / np.log(abs(at_0[0] / at_5[0])**2)
depth = wavelength / (4 * np.pi * theta_c)
assert abs(depth_field / depth - 1) < 1e-3

# --- neglected effects, with rough inputs ---
f_prime, f_second = -6.0, 5.0
delta_disp = delta_formula(electrons + f_prime, volume)
beta = delta_formula(f_second, volume)
theta_disp = theta_c * np.sqrt(1 + f_prime / electrons)
assert abs(onset_of_loss(contrast(delta_disp)) / theta_disp - 1) < 1e-4
u_real = contrast(delta_disp, beta)

density_deficit, volume_shrink, doublet = 0.10, 0.03, 0.0025
theta_porous = np.sqrt(2 * delta_formula(electrons * (1 - density_deficit), volume))
theta_ortho = np.sqrt(2 * delta_formula(electrons, volume * (1 - volume_shrink)))

thickness = 10.0
delta_si = delta_formula(14, 0.020)
u_si = contrast(delta_si)
for angle_deg in (0.15, 0.35, 0.42, 0.60):
    a = np.radians(angle_deg)
    for u in (u_hafnia, u_real):
        assert abs(reflectivity(a, u, u_si, thickness)
                   - reflectivity_integrated(a, u, u_si, thickness)) < 1e-6

below = 0.9 * theta_c
leak_thin = 1 - reflectivity(below, u_hafnia, u_si, thickness)
leak_50 = 1 - reflectivity(below, u_hafnia, u_si, 50.0)
assert leak_thin > 0.01 and leak_50 < 1e-4

print(f"electrons per formula unit: {electrons}")
print(f"formula volume: {volume * 1e3:.1f} A^3")
print(f"wavelength: {wavelength:.3f} nm")
print(f"photon energy: {const.h * const.c / (wavelength * 1e-9) / const.e / 1e3:.2f} keV")
print(f"classical electron radius: {r_e:.4e} nm")
print(f"electron density: {rho:.1f} nm^-3")
print(f"susceptibility from integrated motion: {chi:.4e}")
print(f"delta from integrated motion: {delta_motion:.4e}")
print(f"delta from formula: {delta:.4e}")
print(f"critical angle: {theta_c * 1e3:.3f} mrad")
print(f"critical angle: {deg(theta_c):.4f} deg")
print(f"angle where total reflection ends: {deg(theta_onset):.4f} deg")
print(f"detector angle 2 theta_c: {2 * deg(theta_c):.3f} deg")
print(f"evanescent intensity depth, formula: {depth:.3f} nm")
print(f"evanescent intensity depth, field: {depth_field:.3f} nm")
print(f"response relative to free, w0/w = 0.1: {weak:.4f}")
print(f"response relative to free, w0/w = 1.2: {strong:.4f}")
print(f"rough input f' of Hf: {f_prime:.0f} electrons")
print(f"rough input f'' of Hf: {f_second:.0f} electrons")
print(f"delta with f': {delta_disp:.3e}")
print(f"beta with f'': {beta:.2e}")
print(f"critical angle with f': {deg(theta_disp):.3f} deg")
print(f"change due to f': {100 * (theta_disp / theta_c - 1):.1f} %")
print(f"rough input density deficit: {100 * density_deficit:.0f} %")
print(f"critical angle with density deficit: {deg(theta_porous):.3f} deg")
print(f"rough input orthorhombic volume decrease: {100 * volume_shrink:.0f} %")
print(f"critical angle, orthorhombic: {deg(theta_ortho):.3f} deg")
print(f"rough input doublet splitting: {100 * doublet:.2f} %")
print(f"angle splitting from doublet: {deg(theta_c) * doublet:.4f} deg")
print(f"silicon critical angle: {deg(np.sqrt(2 * delta_si)):.3f} deg")
print(f"film thickness: {thickness:.0f} nm")
print(f"test angle 0.9 theta_c: {deg(below):.3f} deg")
print(f"lost reflectivity there, 10 nm film, no absorption: {leak_thin:.3f}")
print(f"lost reflectivity there, 50 nm film, no absorption: {leak_50:.1e}")
for label, u in (("free electrons", u_hafnia), ("with f' and f''", u_real)):
    print(f"half-reflectivity angle, thick, {label}: "
          f"{deg(half_angle(u, u, thickness)):.3f} deg")
    print(f"half-reflectivity angle, 10 nm on Si, {label}: "
          f"{deg(half_angle(u, u_si, thickness)):.3f} deg")
print("all assertions hold")
```

Printed output:

```
electrons per formula unit: 88
formula volume: 34.6 A^3
wavelength: 0.154 nm
photon energy: 8.05 keV
classical electron radius: 2.8179e-06 nm
electron density: 2543.4 nm^-3
susceptibility from integrated motion: -5.4104e-05
delta from integrated motion: 2.7052e-05
delta from formula: 2.7052e-05
critical angle: 7.356 mrad
critical angle: 0.4214 deg
angle where total reflection ends: 0.4214 deg
detector angle 2 theta_c: 0.843 deg
evanescent intensity depth, formula: 1.666 nm
evanescent intensity depth, field: 1.666 nm
response relative to free, w0/w = 0.1: 1.0101
response relative to free, w0/w = 1.2: -2.2727
rough input f' of Hf: -6 electrons
rough input f'' of Hf: 5 electrons
delta with f': 2.521e-05
beta with f'': 1.54e-06
critical angle with f': 0.407 deg
change due to f': -3.5 %
rough input density deficit: 10 %
critical angle with density deficit: 0.400 deg
rough input orthorhombic volume decrease: 3 %
critical angle, orthorhombic: 0.428 deg
rough input doublet splitting: 0.25 %
angle splitting from doublet: 0.0011 deg
silicon critical angle: 0.221 deg
film thickness: 10 nm
test angle 0.9 theta_c: 0.379 deg
lost reflectivity there, 10 nm film, no absorption: 0.190
lost reflectivity there, 50 nm film, no absorption: 5.8e-06
half-reflectivity angle, thick, free electrons: 0.428 deg
half-reflectivity angle, 10 nm on Si, free electrons: 0.453 deg
half-reflectivity angle, thick, with f' and f'': 0.407 deg
half-reflectivity angle, 10 nm on Si, with f' and f'': 0.412 deg
all assertions hold
```
